# A failing check and its repair

Subject: Henry's electrophoretic mobility, from the Hückel to the Smoluchowski limit.

```python
# Result under test: electrophoretic mobility of a weakly charged insulating sphere,
#   mu = eps*zeta/(6*pi*eta) * f(x),  f(x) = 1 + x^2/4 * exp(x) * (E3(x) - E5(x)),
# in atomic units. x = kappa*a (radius over Debye length), eps = relative permittivity,
# eta = viscosity, zeta = surface potential, E3 and E5 = exponential integrals.
# f runs from 1 (Hueckel) to 3/2 (Smoluchowski).
# In reduced form lengths are in units of the radius: t = r/a.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn


def henry(x):
    return 1 + x**2 / 4 * np.exp(x) * (expn(3, x) - expn(5, x))


# ---- Stokes flow of a translating sphere and the field around an insulator ----
X, Y, Z = sp.symbols("X Y Z", real=True)
axes = (X, Y, Z)
r = sp.sqrt(X**2 + Y**2 + Z**2)
unit_z = (0, 0, 1)
flow = [sp.Rational(3, 4) * (unit_z[i] / r + Z * axes[i] / r**3)
        + sp.Rational(1, 4) * (unit_z[i] / r**3 - 3 * Z * axes[i] / r**5)
        for i in range(3)]
pressure = sp.Rational(3, 2) * Z / r**3
field_pot = -(Z + Z / (2 * r**3))


def at(expr, point):
    return sp.simplify(sp.sympify(expr).subs(dict(zip(axes, point))))


for point in [(2, 3, 6), (1, 2, 2)]:
    assert at(sum(sp.diff(flow[i], axes[i]) for i in range(3)), point) == 0
    assert at(sum(sp.diff(field_pot, c, 2) for c in axes), point) == 0
    for i in range(3):
        residual = sum(sp.diff(flow[i], c, 2) for c in axes) - sp.diff(pressure, axes[i])
        assert at(residual, point) == 0
third = sp.Rational(1, 3)
for point in [(2 * third, third, 2 * third), (third, 2 * third, -2 * third)]:
    assert at(sum(sp.diff(field_pot, axes[j]) * point[j] for j in range(3)), point) == 0
    for i in range(3):
        assert at(flow[i], point) == unit_z[i]
        traction = -pressure * point[i] + sum(
            (sp.diff(flow[i], axes[j]) + sp.diff(flow[j], axes[i])) * point[j]
            for j in range(3))
        assert at(traction, point) == -sp.Rational(3, 2) * unit_z[i]

# ---- angular average of (field) . (flow past the fixed sphere) ----
dot_expr = -sum(sp.diff(field_pot, axes[i]) * (unit_z[i] - flow[i]) for i in range(3))
dot_fun = sp.lambdify(axes, dot_expr, "numpy")
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
sin_nodes = np.sqrt(1 - cos_nodes**2)


def kernel_numeric(t):
    return 0.5 * np.sum(cos_weights * dot_fun(t * sin_nodes, 0.0, t * cos_nodes))


for t in [1.0, 1.1, 1.7, 4.0, 20.0]:
    s = 1 / t
    assert abs(kernel_numeric(t) - (1 - s + s**4 / 4 - s**6 / 4)) < 1e-12
for x in [0.5, 2.0, 10.0, 80.0]:
    integral = quad(lambda y: (x + y) * np.exp(-y) * kernel_numeric(1 + y / x),
                    0, 45, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    assert abs(integral - henry(x)) < 1e-7

# ---- limits, expansions, monotonic rise ----
x = 0.01
assert abs((henry(x) - 1) / (x**2 / 16 - 5 * x**3 / 48) - 1) < 2e-3
x = 500.0
assert abs(henry(x) - (1.5 - 4.5 / x + 37.5 / x**2)) < 5e-6
grid = np.logspace(-2, 2.7, 400)
f_grid = henry(grid)
assert np.all(np.diff(f_grid) > 0) and f_grid[0] > 1 and f_grid[-1] < 1.5
ohshima = 1 + 0.5 * (1 + 2.5 / (grid * (1 + 2 * np.exp(-grid))))**-3
ohshima_error = np.max(np.abs(ohshima / f_grid - 1))
assert ohshima_error < 0.01


# ---- raw electric forces with a polarizable particle ----
def f_dielectric(x, ratio):
    """f from the unreduced force density; ratio = particle/liquid permittivity."""
    def k(t):
        return np.exp(-x * (t - 1)) * (1 / t + 1 / (x * t**2))

    def dk(t):
        return -np.exp(-x * (t - 1)) * (x / t + 2 / t**2 + 2 / (x * t**3))
    b = -1.5 * ratio / (dk(1.0) - ratio * k(1.0))

    def integrand(t):
        psi = np.exp(-x * (t - 1)) / t
        dpsi = -psi * (x + 1 / t)
        rho, induced = -x**2 * psi, -x**2 * b * k(t)
        pot = -(t + 0.5 / t**2) + b * k(t)
        dpot = -(1 - 1 / t**3) + b * dk(t)
        w_r = 1 - 1.5 / t + 0.5 / t**3
        w_t = 1 - 0.75 / t - 0.25 / t**3
        return t**2 * ((rho * dpot + induced * dpsi) * w_r + 2 * rho * pot / t * w_t) / 3
    return quad(integrand, 1, 1 + 45 / x, epsabs=1e-10, epsrel=1e-10, limit=300)[0]


dielectric_spread = 0.0
for x in [0.5, 4.0, 30.0]:
    for ratio in [0.0, 0.05, 1.0, 20.0]:
        dielectric_spread = max(dielectric_spread, abs(f_dielectric(x, ratio) - henry(x)))
assert dielectric_spread < 1e-6


# ---- full electrokinetic equations, linear in the field, any surface potential ----
def full_mobility(x, y0, drag, sheet=(0.0, 0.0), n=80, layers=25.0):
    """Mobility in units eps0*eps*kT/(eta*e) for a 1:1 salt, Chebyshev in q = ln t.
    y0 = e*zeta/kT; drag = eps0*eps*(kT)^2/(eta*e^2*D), D = ion diffusion constant;
    sheet = stagnant surface ions over (local density * radius), cation and anion."""
    outer = 1 + layers / x
    j = np.arange(n + 1)
    c = np.cos(np.pi * j / n)
    sign = np.where((j == 0) | (j == n), 2.0, 1.0) * (-1.0)**j
    gap = c[:, None] - c[None, :] + np.eye(n + 1)
    d = np.outer(sign, 1 / sign) / gap
    d -= np.diag(d.sum(axis=1))
    length = np.log(outer)
    d *= -2 / length
    t = np.exp((1 - c) * length / 2)
    one = np.eye(n + 1)
    d2 = d @ d
    y = y0 * np.exp(-x * (t - 1)) / t
    for _ in range(60):                      # Newton for Poisson-Boltzmann
        res = (d2 + d) @ y - x**2 * t**2 * np.sinh(y)
        jac = d2 + d - np.diag(x**2 * t**2 * np.cosh(y))
        jac[0], res[0] = one[0], y[0] - y0
        jac[n] = d[n] + (x * outer + 1) * one[n]
        res[n] = jac[n] @ y
        step = np.linalg.solve(jac, res)
        y = y - step
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise RuntimeError("Poisson-Boltzmann iteration did not converge")
    yq = d @ y
    m = n + 1
    lap = d2 + d - 2 * one
    mat, rhs = np.zeros((4 * m, 4 * m)), np.zeros(4 * m)
    blk = [slice(i * m, (i + 1) * m) for i in range(4)]   # cation, anion, flow, vorticity
    for i, z in enumerate((1, -1)):
        mat[blk[i], blk[i]] = lap - z * yq[:, None] * d
        mat[blk[i], blk[2]] = np.diag(2 * drag * yq)
        mat[blk[3], blk[i]] = np.diag(x**2 / 2 * yq * np.exp(-z * y))
    mat[blk[2], blk[2]], mat[blk[2], blk[3]] = lap, -np.diag(t**2)
    mat[blk[3], blk[3]] = lap
    for i in range(4):
        mat[i * m], mat[i * m + n] = 0.0, 0.0
    for i in range(2):
        mat[i * m, blk[i]] = d[0] - 2 * sheet[i] * one[0]
        mat[i * m + n, blk[i]] = d[n] + 2 * one[n]
        rhs[i * m + n] = 3 * outer
    mat[2 * m, blk[2]], mat[2 * m + n, blk[2]] = one[0], d[0]     # no slip
    mat[3 * m, blk[3]], mat[3 * m + n, blk[3]] = one[n], d[n]     # no net force
    h = np.linalg.solve(mat, rhs)[blk[2]]
    return 2 / 3 * (d[n] @ h + 2 * h[n]) / outer


small = 0.01
table = []
for x in [0.2, 1.0, 5.0, 25.0, 100.0]:
    f_full = 1.5 * full_mobility(x, small, 0.26) / small
    table.append((x, henry(x), f_full))
    assert abs(f_full - henry(x)) < 2e-4
    for drag in [0.0, 2.0]:                  # ion drag must not matter at small zeta
        assert abs(1.5 * full_mobility(x, small, drag) / small - henry(x)) < 5e-4
    for du in [0.5, 2.0]:                    # surface conduction changes the dipole
        dipole = (1 - 2 * du) / (2 + 2 * du)
        f_sheet = 1.5 * full_mobility(x, small, 0.26, (du, du)) / small
        assert abs(f_sheet - (1 + 2 * dipole * (henry(x) - 1))) < 5e-4

# ---- worked example: dilute silica slurry, rough typical inputs ----
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
e, kB, hbar = const.e, const.k, const.hbar
mob_unit = e * bohr**2 / hbar * 1e4          # atomic unit of mobility in cm2/Vs
radius, zeta, salt, diffusion = 40e-9, -0.020, 1.0, 2.0e-9   # m, V, mol/m3, m2/s
density = salt * const.N_A


def example(temp, eps, eta):
    """Atomic-unit evaluation: kappa*a, f, mobility, charge."""
    a, zt = radius / bohr, zeta * e / hartree
    visc, heat = eta * bohr**3 / hbar, kB * temp / hartree
    kappa = np.sqrt(4 * np.pi * 2 * density * bohr**3 / (eps * heat))
    xx = kappa * a
    mob = eps * zt / (6 * np.pi * visc) * henry(xx)
    return xx, henry(xx), mob, eps * a * zt * (1 + xx), visc


temp, eps, eta = 298.15, 78.4, 0.89e-3
xa, fa, mob_au, charge, visc_au = example(temp, eps, eta)
mob = mob_au * mob_unit
cloud = quad(lambda t: t * np.exp(-xa * (t - 1)), 1, 1 + 45 / xa)[0]
cloud_charge = -eps * xa**2 * (radius / bohr) * (zeta * e / hartree) * cloud
assert abs(cloud_charge / charge + 1) < 1e-7
volt = kB * temp / e
y_ex = zeta / volt
si_unit = const.epsilon_0 * eps * volt / eta * 1e4
drag_ex = const.epsilon_0 * eps * volt**2 / (eta * diffusion)
assert abs(si_unit * full_mobility(xa, small, drag_ex) / small * y_ex / mob - 1) < 3e-4
dev = [1.5 * full_mobility(xa, v, drag_ex) / v / fa - 1 for v in (0.1, 0.2)]
assert abs(dev[1] / dev[0] - 4) < 0.4        # leading error grows as zeta squared
full_ex = full_mobility(xa, y_ex, drag_ex)
mesh_shift = full_mobility(xa, y_ex, drag_ex, n=120) / full_ex - 1
box_shift = full_mobility(xa, y_ex, drag_ex, n=120, layers=35.0) / full_ex - 1
assert abs(mesh_shift) < 1e-5 and abs(box_shift) < 1e-5

print("kappa*a, f from formula, f from full equations at small zeta:")
for row in table:
    print("  %6.1f  %.5f  %.5f" % row)
print("kappa*a where f is 1% above 1: %.3f" % brentq(lambda v: henry(v) - 1.01, 0.05, 5))
print("kappa*a where f is 1%% below 3/2: %.0f" % brentq(lambda v: henry(v) - 1.485, 10, 600))
print("largest error of Ohshima's approximation: %.2f %%" % (100 * ohshima_error))
print("largest change of f with particle permittivity: %.1e" % dielectric_spread)
print("EXAMPLE radius: %.0f nm, zeta: %.0f mV, salt: %.1f mM" % (radius * 1e9, zeta * 1e3, salt))
print("temperature: %.2f K, permittivity: %.1f, viscosity: %.2f mPa s" % (temp, eps, eta * 1e3))
print("ion diffusion constant: %.1e cm2/s" % (diffusion * 1e4))
print("thermal voltage: %.2f mV, |zeta|/thermal: %.3f" % (volt * 1e3, abs(y_ex)))
print("Debye length: %.2f nm" % (radius / xa * 1e9))
print("kappa*a: %.3f" % xa)
print("Henry factor f: %.4f" % fa)
print("viscosity: %.4f atomic units" % visc_au)
print("Henry mobility: %.4e atomic units" % mob_au)
print("Henry mobility: %.3e cm2/Vs" % mob)
print("Hueckel mobility: %.3e cm2/Vs" % (mob / fa))
print("Smoluchowski mobility: %.3e cm2/Vs" % (1.5 * mob / fa))
print("particle charge: %.1f e" % charge)
area = 4 * np.pi * radius**2
print("surface charge density: %.3f uC/cm2" % (charge * e / area * 100))
print("mobility of bare charge, Q/(6 pi eta a): %.3e cm2/Vs" % (mob * (1 + xa) / fa))
print("zeta inferred by Hueckel: %.2f mV" % (zeta * fa * 1e3))
print("zeta inferred by Smoluchowski: %.2f mV" % (zeta * fa / 1.5 * 1e3))
field = 10.0
print("drift speed at %.0f V/cm: %.2f um/s" % (field, mob * field * 1e4))
print("NEGLECTED field*radius/thermal voltage: %.2e" % (field * 100 * radius / volt))
for z_mv in (-20.0, -50.0, -100.0):
    yy = z_mv / 1e3 / volt
    shift = 1.5 * full_mobility(xa, yy, drag_ex) / yy / fa - 1
    print("finite zeta and relaxation at %.0f mV: %.2f %%" % (z_mv, 100 * shift))
print("shift of full solution, finer mesh: %.1e, larger box: %.1e" % (mesh_shift, box_shift))
for stagnant in (0.1, 0.5):
    cover = stagnant * 1e-2 / e / (density * np.exp(abs(y_ex)) * radius)
    shift = full_mobility(xa, y_ex, drag_ex, (cover, 0.0)) / full_ex - 1
    print("stagnant-layer conduction, %.1f uC/cm2: %.1f %%" % (stagnant, 100 * shift))
warm = example(313.15, 73.0, 0.65e-3)
print("mobility at 313.15 K (permittivity 73, 0.65 mPa s): %.3e cm2/Vs" % (warm[2] * mob_unit))
for fraction in (0.001, 0.05):
    number = fraction / (4 * np.pi / 3 * radius**3)
    print("volume fraction %.3f: mean spacing %.0f nm, counterions/salt %.4f"
          % (fraction, number**(-1 / 3) * 1e9, abs(charge) * number / density))
print("checks complete")
```

Output of this version:

```
kappa*a, f from formula, f from full equations at small zeta:
     0.2  1.00195  1.00195
     1.0  1.02666  1.02666
     5.0  1.15958  1.15958
    25.0  1.36462  1.36461
   100.0  1.45845  1.45845
Traceback (most recent call last):
  File "check.py", line 218, in <module>
    print("kappa*a where f is 1% above 1: %.3f" % brentq(lambda v: henry(v) - 1.01, 0.05, 5))
          ~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~^~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~
TypeError: not enough arguments for format string
```

Likely cause: The fault was in the program's printing, not in the physics: the label "1% above 1" held a bare percent sign, which Python read as a second format field with no value to fill it. It is now written as a doubled percent sign. All assert statements come before that line and had already held. No tested quantity, tolerance or case is changed.

Repair:

```diff
@@ -216,5 +216,5 @@
 for row in table:
     print("  %6.1f  %.5f  %.5f" % row)
-print("kappa*a where f is 1% above 1: %.3f" % brentq(lambda v: henry(v) - 1.01, 0.05, 5))
+print("kappa*a where f is 1%% above 1: %.3f" % brentq(lambda v: henry(v) - 1.01, 0.05, 5))
 print("kappa*a where f is 1%% below 3/2: %.0f" % brentq(lambda v: henry(v) - 1.485, 10, 600))
 print("largest error of Ohshima's approximation: %.2f %%" % (100 * ohshima_error))
```

Output now:

```
kappa*a, f from formula, f from full equations at small zeta:
     0.2  1.00195  1.00195
     1.0  1.02666  1.02666
     5.0  1.15958  1.15958
    25.0  1.36462  1.36461
   100.0  1.45845  1.45845
kappa*a where f is 1% above 1: 0.522
kappa*a where f is 1% below 3/2: 292
largest error of Ohshima's approximation: 0.97 %
largest change of f with particle permittivity: 8.9e-16
EXAMPLE radius: 40 nm, zeta: -20 mV, salt: 1.0 mM
temperature: 298.15 K, permittivity: 78.4, viscosity: 0.89 mPa s
ion diffusion constant: 2.0e-05 cm2/s
thermal voltage: 25.69 mV, |zeta|/thermal: 0.778
Debye length: 9.61 nm
kappa*a: 4.161
Henry factor f: 1.1370
viscosity: 1.2506 atomic units
Henry mobility: -2.7792e-03 atomic units
Henry mobility: -1.182e-04 cm2/Vs
Hueckel mobility: -1.040e-04 cm2/Vs
Smoluchowski mobility: -1.560e-04 cm2/Vs
particle charge: -224.8 e
surface charge density: -0.179 uC/cm2
mobility of bare charge, Q/(6 pi eta a): -5.367e-04 cm2/Vs
zeta inferred by Hueckel: -22.74 mV
zeta inferred by Smoluchowski: -15.16 mV
drift speed at 10 V/cm: -11.82 um/s
NEGLECTED field*radius/thermal voltage: 1.56e-03
finite zeta and relaxation at -20 mV: -1.56 %
finite zeta and relaxation at -50 mV: -9.40 %
finite zeta and relaxation at -100 mV: -31.68 %
shift of full solution, finer mesh: 6.9e-09, larger box: 4.8e-09
stagnant-layer conduction, 0.1 uC/cm2: -3.6 %
stagnant-layer conduction, 0.5 uC/cm2: -10.7 %
mobility at 313.15 K (permittivity 73, 0.65 mPa s): -1.509e-04 cm2/Vs
volume fraction 0.001: mean spacing 645 nm, counterions/salt 0.0014
volume fraction 0.050: mean spacing 175 nm, counterions/salt 0.0696
checks complete
```
